# Second-order self-energy of the valence electron of sodium, part 2

Sodium is treated as one valence electron $v$ outside closed-shell Na⁺, in hartree atomic units. Letters $a,b$ label core orbitals and $m,n$ all orbitals empty in the ion, including $v$. All are eigenfunctions, with energies $\varepsilon_p$, of the ion's Fock operator $f=h+u$, where $h$ is the kinetic energy plus nuclear attraction and $u$ the core Coulomb minus exchange operator. Orders count powers of $V=H-\sum_if(i)$. Through second order the removal energy is $-\varepsilon_v-\Sigma_{vv}$. For real spatial orbitals, with $(pr|qs)=\langle pq|g|rs\rangle$ and $g=1/r_{12}$,

$$\Sigma_{vv}=\sum_{amn}\frac{(vm|an)[2(vm|an)-(vn|am)]}{\varepsilon_v+\varepsilon_a-\varepsilon_m-\varepsilon_n}+\sum_{abm}\frac{(va|mb)[2(va|mb)-(vb|ma)]}{\varepsilon_v+\varepsilon_m-\varepsilon_a-\varepsilon_b}.\tag{1}$$

The first sum is called particle, the second hole. Particle denominators are below $-1.4$ hartree for any bound $v$.

With $\varphi=r^{-1}P(r)Y_{lm}$, $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ and $c(l,k,l')=\langle l\Vert C^k\Vert l'\rangle$, define

$$R_k(vx;py)=\int P_vP_x\,U^k_{py}\,dr,\qquad U^k_{py}(r)=\int P_p(s)P_y(s)\frac{r_<^k}{r_>^{k+1}}\,ds .$$

For shells $(p,x,y)=(a,m,n)$ (particle) or $(m,a,b)$ (hole), and $D=\varepsilon_v+\varepsilon_p-\varepsilon_x-\varepsilon_y$, each contribution to (1) is the sum of

$$\text{direct}=\frac{2}{2l_v+1}\sum_k\frac{c(l_v,k,l_x)^2c(l_p,k,l_y)^2}{2k+1}\,\frac{R_k(vx;py)^2}{D},\tag{2}$$

$$\text{exchange}=-\frac1{2l_v+1}\sum_{kk'}(-1)^{k+k'}\begin{Bmatrix}l_v&l_x&k\\ l_p&l_y&k'\end{Bmatrix}c(l_v,k,l_x)c(l_p,k,l_y)c(l_v,k',l_y)c(l_p,k',l_x)\frac{R_k(vx;py)R_{k'}(vy;px)}{D}.\tag{3}$$

"The program" is the numerical check. Its medium basis is 16s10p7d2f Gaussians; its large basis has 37 to 54 functions for each $l\le9$. For 3s the large basis gives, in hartree, particle direct $-0.008223$ (of which $k=1$ gives $-0.005062$), particle exchange $+0.001020$, hole direct $+0.002136$ and hole exchange $-0.000783$. With scalar relativistic (X2C) shifts, the frozen-core removal energy $-\varepsilon_{3s}$ is 0.18202 hartree and the second-order value is 0.18791, which leaves a residual of 0.0010 to the given target 0.1889.

**Part (d).** For a valence electron far outside the core, show which term of (1) survives, derive the local potential that it reduces to when the valence excitation energy is neglected, and find the large-$r$ expansion of that potential. Identify the coefficients.

*Model answer.* The hole terms contain the overlap densities $\varphi_v\varphi_a$ and vanish with the amplitude of $v$ in the core. For the particle terms, write both as overlaps with the pair function $\Psi=QG\,g\,\varphi_v(1)\varphi_a(2)$, where $G=[\varepsilon_v+\varepsilon_a-f(1)-f(2)]^{-1}$ and $Q$ projects on virtual pairs. The energy lies more than 1.4 hartree below the spectrum on that space, so $G$ propagates only over a short distance: $\Psi$ keeps electron 2 near the core and electron 1 where $v$ is. The direct term overlaps $\Psi$ with $g\,\varphi_v(1)\varphi_a(2)$, which has the same arrangement. The exchange term overlaps it with $g\,\varphi_a(1)\varphi_v(2)$, which puts electron 1 in the core, and so needs $v$ there. This argument is qualitative, and part (e) gives the computed sizes.

Let $U_{an}(\mathbf r)=\int\varphi_a\varphi_n/|\mathbf r-\mathbf r'|\,d^3r'$, $\Delta=\varepsilon_n-\varepsilon_a>0$ and $x_m=\varepsilon_m-\varepsilon_v$. The direct particle term is

$$\Sigma^{pd}=-2\sum_{an}\sum_m\frac{|\langle m|U_{an}|v\rangle|^2}{\Delta+x_m},\qquad \frac1{\Delta+x}=\frac1\Delta-\frac{x}{\Delta^2}+\frac{x^2}{\Delta^2(\Delta+x)},\tag{5}$$

the second relation being an identity. Keep the first term. The sum over $m$ is complete except for the core orbitals, whose contributions $\langle b|U_{an}|v\rangle$ again contain $\varphi_b\varphi_v$ and are short-ranged. Closure gives $\langle v|W|v\rangle$ with

$$W(\mathbf r)=-2\sum_{an}\frac{|U_{an}(\mathbf r)|^2}{\Delta}.$$

This is the second-order energy of the frozen-potential core in the field of a fixed point charge at $\mathbf r$: the adiabatic picture, in which the core follows the slow electron. The multipole expansion gives $U_{an}=\sum_kU^k_{an}(r)\sum_q(-1)^qC^k_q(\hat r)\langle a|C^k_{-q}|n\rangle$. By the Wigner–Eckart theorem and the orthogonality of 3j symbols, $\sum_{m_am_n}\langle a|C^k_q|n\rangle\langle a|C^{k'}_{q'}|n\rangle^*=\delta_{kk'}\delta_{qq'}c(l_a,k,l_n)^2/(2k+1)$. The addition theorem at zero angle gives $\sum_q|C^k_q|^2=1$. Therefore, with sums now over shells,

$$W(r)=-2\sum_{k}\sum_{an}\frac{c(l_a,k,l_n)^2}{2k+1}\frac{U^k_{an}(r)^2}{\Delta}.\tag{6}$$

Splitting the radial integral at $r$,

$$U^k_{an}(r)=\frac{\langle a|r^k|n\rangle}{r^{k+1}}+\int_r^\infty P_aP_n\left(\frac{r^k}{s^{k+1}}-\frac{s^k}{r^{k+1}}\right)ds ,$$

and the last integral decays exponentially with $P_a$. For $k=0$ the selection rule is $l_a=l_n$ and $\langle a|n\rangle=0$: exciting the core does not change its charge, so there is no $r^{-2}$ term. Thus

$$W(r)\to-\frac{\alpha_1}{2r^4}-\frac{\alpha_2}{2r^6}-\dots,\qquad \alpha_k=4\sum_{an}\frac{c(l_a,k,l_n)^2}{2k+1}\frac{\langle a|r^k|n\rangle^2}{\varepsilon_n-\varepsilon_a}.\tag{7}$$

To identify $\alpha_k$, add $\lambda r^kC^k_0$ to $f$ while $u$ is held fixed. The sum of occupied spin-orbital energies shifts at second order by $\lambda^2\sum_a\sum_{p}|\langle p|r^kC^k_0|a\rangle|^2/(\varepsilon_a-\varepsilon_p)$. Terms with $p=b$ occupied cancel between $(a,b)$ and $(b,a)$, which leaves $-2\lambda^2\sum_{an}c^2\langle a|r^k|n\rangle^2/[(2k+1)\Delta]=-\frac12\alpha_k\lambda^2$, the 2 counting spin. So $\alpha_k$ is the uncoupled Hartree–Fock polarizability. For $k=1$ the operator is $z$ and $\lambda$ is a field strength. The leading term is the classical energy $-\frac12\alpha_1\mathcal E^2$ of a dipole induced by the field $\mathcal E=1/r^2$.

The program tests this with a finite field on the frozen Fock matrix: 0.83372 bohr³ from the field and 0.83372 from the sum in the medium basis. The large basis gives $\alpha_1=0.8336$ bohr³ and $\alpha_2=1.2166$ bohr⁵. The table shows the approach to (7) with excited waves limited to $l\le9$. Where the core density is appreciable the partial waves fall only as about $l^{-4}$: the missing waves raise the entries at 0.5, 1 and 2 bohr to about 0.1057, 0.4835 and 1.047, and the entry at 5 bohr is uncertain by about 0.00003.

| $r$ (bohr) | $-2r^4W$ | $\alpha_1+\alpha_2/r^2$ |
|---|---|---|
| 0.5 | 0.10552 | 5.70010 |
| 1 | 0.48077 | 2.05022 |
| 2 | 1.04174 | 1.13776 |
| 5 | 0.88963 | 0.88227 |
| 10 | 0.84616 | 0.84577 |
| 20 | 0.83667 | 0.83664 |

The limit $\alpha_1$ is reached from above, because every multipole in (7) has the same sign. For the same reason the computed values exceed the two-term form at 5 bohr and beyond. Inside the core each $U^k$ stays finite, so $r^4W\to0$. The agreement at 20 bohr is the asserted test.

**Part (e).** Find the leading correction from the valence excitation energy, give the complete $r^{-6}$ term, and compare with the nodeless states 4f to 7i.

*Model answer.* Outside the core the dipole part of $U_{an}$ is $\sum_id_iA_i$ with $d_i=\langle a|x_i|n\rangle$ and $A_i=x_i/r^3$. The shell sum gives $\sum_{m_am_n}d_id_j=\delta_{ij}\,c(l_a,1,l_n)^2\langle a|r|n\rangle^2/3$. The second term of (5), with $x_m\to f-\varepsilon_v$ under closure, contributes

$$+\beta_1\sum_i\langle v|A_i(f-\varepsilon_v)A_i|v\rangle,\qquad\beta_1=\frac23\sum_{an}\frac{c(l_a,1,l_n)^2\langle a|r|n\rangle^2}{\Delta^2}.$$

Outside the core the exchange part of $f$ is negligible and $f=-\frac12\nabla^2+V(r)$ is local. For real $\varphi_v$, since $(f-\varepsilon_v)\varphi_v=0$,

$$(f-\varepsilon_v)A\varphi_v=-\tfrac12(\nabla^2A)\varphi_v-\nabla A\cdot\nabla\varphi_v .$$

Multiply by $A\varphi_v$ and integrate. The second piece is $-\frac14\int\nabla(A^2)\cdot\nabla(\varphi_v^2)=\frac14\int\varphi_v^2\nabla^2(A^2)=\frac12\int\varphi_v^2(|\nabla A|^2+A\nabla^2A)$. Its last term cancels the first piece, leaving $\frac12\langle|\nabla A|^2\rangle$. The surface term at the origin vanishes when $\langle r^{-6}\rangle$ exists, which needs $l_v\ge2$ because $P_v^2\sim r^{2l_v+2}$. Now $\partial_jA_i=(\delta_{ij}-3\hat x_i\hat x_j)/r^3$, and the sum of squares is $(3-6+9)/r^6$. Hence $\sum_i\langle A_i(f-\varepsilon_v)A_i\rangle=3\langle r^{-6}\rangle$, and

$$\Sigma_{vv}\to\left\langle-\frac{\alpha_1}{2r^4}-\frac{\alpha_2-6\beta_1}{2r^6}\right\rangle.\tag{8}$$

Cross terms between different $k$ vanish by the $\delta_{kk'}$ above. The $\beta_1$ term is repulsive because $\frac12\langle|\nabla A|^2\rangle>0$. In the diagonal element at $\omega=\varepsilon_v$ it acts as a local potential, with no dependence on the velocity of the electron; the velocity-dependent correction to this element enters at the next order, treated below. As an operator, $A(f-\omega)A=\frac12\{A^2,f-\omega\}+\frac12|\nabla A|^2$, and the anticommutator survives off the energy shell and, in general, between states of different energy. Here $\beta_1=0.15371$ a.u. and $\alpha_2-6\beta_1=1.21662-0.92226=0.2944$, so this nonadiabatic term cancels about three quarters of the quadrupole attraction.

The spectrum of $x$ is unbounded, so the expansion in $x/\Delta$ does not hold for all intermediate states, and (5) can be continued only to a finite order. With the outer dipole form each power of $f-\varepsilon_v$ adds $r^{-2}$, so the term in $x^n$ is as singular as $\langle r^{-4-2n}\rangle$ and exists only for $n\le l_v-1$, that is $n\le5$ for 7i. The remainder in (5) is negative in $\Sigma^{pd}$, since $\Delta+x>0$. To leading order it replaces $3\langle r^{-6}\rangle/\Delta^2$ by $[3\langle r^{-6}\rangle-\sum_i\Vert\nabla A_i\cdot\nabla\varphi_v\Vert^2/\Delta]/\Delta^2$, using $\nabla^2A_i=0$. The matrix $\delta_{ij}-3\hat x_i\hat x_j$ has eigenvalue $-2$ along $\hat r$ and $1$ across it, so the new integrand is $(4|\partial_r\varphi_v|^2+|\nabla_\perp\varphi_v|^2)/r^6$. The small parameter is therefore a local kinetic energy of the valence electron, weighted by $r^{-6}$, over $\Delta$. The weight favours small $r$, so it exceeds the mean kinetic energy over $\Delta$: for 7i the latter is $(1/98)/2.7=0.4\%$, against the 1.3% estimated below.

For 7i the orbital is hydrogenic to the tested accuracy, $P\propto r^7e^{-r/7}$, with $\langle r^{-s}\rangle=(2/7)^s(14-s)!/14!$. This gives $\langle r^{-4}\rangle=2.77385\times10^{-7}$, as computed, and the computed $\langle r^{-6}\rangle$ is $2.51596\times10^{-10}$. Then

$$-0.41680\times2.77385\times10^{-7}-0.14719\times2.51596\times10^{-10}=-1.15614\times10^{-7}-0.00037\times10^{-7}=-1.15651\times10^{-7},$$

against $-1.15653\times10^{-7}$ hartree from the full sums (2) and (3). The pieces are tested separately, because the near cancellation in $\alpha_2-6\beta_1$ could hide an error. The sum rule over the basis states gives 1.00000 times $3\langle r^{-6}\rangle$. The $k=2$ term is 0.9962 of $-\alpha_2\langle r^{-6}\rangle/2$, below one because its own nonadiabatic correction is positive. The $k=1$ term minus the leading form is 0.9856 of $3\beta_1\langle r^{-6}\rangle$, below one as the sign of the remainder requires. Its size can be estimated. The transverse part gives $l(l+1)\langle r^{-8}\rangle=42\langle r^{-8}\rangle$. The radial part has $r\,\partial_r\ln\varphi_v=6-r/7$, and under the weight $r^6e^{-2r/7}$ the variable $r/7$ has mean 3.5 and variance 1.75, so the mean square is $2.5^2+1.75=8$ and the part is $32\langle r^{-8}\rangle$. With $\langle r^{-8}\rangle/\langle r^{-6}\rangle=(2/7)^2/56$ and a typical $\Delta\approx\alpha_1/2\beta_1=2.7$ hartree, the relative correction is $74\times0.00146/(3\times2.7)=1.3\%$, near the observed 1.4%.

| state | $\Sigma$/($r^{-4}$ form) | $\Sigma$/(8) | exchange+hole share of $\Sigma$ |
|---|---|---|---|
| 4f | 1.00734 | 0.99983 | $-2.9\times10^{-3}$ |
| 5g | 1.00232 | 1.00043 | $-4.1\times10^{-5}$ |
| 6h | 1.00077 | 1.00007 | $-2.4\times10^{-7}$ |
| 7i | 1.00034 | 1.00002 | $-7.9\times10^{-10}$ |

The last column falls by factors of about 70, 170 and 300 at the three successive steps in $l$, in line with the argument of (d). The 4f entry lies closer to (8) than the 5g entry, but this is a cancellation. The direct term alone is $0.99983\times1.0029=1.0027$ times (8), and the short-range terms remove nearly the same amount.

**Part (f).** Is the polarizability in the tail the self-consistent one? Can the tail be used to estimate $\Sigma_{3s}$?

*Model answer.* It is not the self-consistent one. In coupled Hartree–Fock theory the induced density changes $u$. The amplitudes $\mathbf t$ of the excitations $a\to n$ then obey $(\Delta+K)\mathbf t=-\lambda\mathbf d$, where $\Delta$ is diagonal and $K$ holds the Coulomb and exchange integrals between core excitations. Expanding, $\mathbf d^T(\Delta+K)^{-1}\mathbf d=\mathbf d^T\Delta^{-1}\mathbf d-\mathbf d^T\Delta^{-1}K\Delta^{-1}\mathbf d+\dots$ In the self-energy the two factors $\mathbf d$ already use two powers of $V$, so each $K$ raises the order by one. Second order contains only the first term. A finite-field self-consistent calculation in the medium basis gives 0.94543 bohr³, larger than the uncoupled 0.83372 by 13%. The effective value $-2\Sigma/\langle r^{-4}\rangle$ for 7i is 0.83388, which by (8) should be $0.83360+0.29438\times9.07\times10^{-4}=0.83387$. The program asserts that it lies with the uncoupled value and far from the coupled one. Correlation within the core changes the polarizability further, also at higher order.

At second order the tail is thus too weak, relative to coupled Hartree–Fock, for this ion. Scaling the $k=1$ direct term of 3s by the same 13% would add about $0.134\times0.00506=0.0007$ hartree to the removal energy, of the sign and order of the residual 0.0010. That this enhancement accounts for much of the residual is a conjecture: the static factor need not carry over to an electron inside the core, and the other third-order terms were not evaluated.

The tail cannot be used for 3s. Since $P_{3s}^2\sim r^2$ at the origin, $\langle r^{-4}\rangle$ diverges. The full adiabatic potential (6) has a finite average, but it only bounds the direct term. The 3s orbital is the lowest virtual, so $x_m\ge0$ and $1/(\Delta+x_m)\le1/\Delta$ in (5). The sum over $m$ omits the core, so $\sum_m|\langle m|U_{an}|v\rangle|^2\le\langle v|\,|U_{an}|^2|v\rangle$. Together these give $\langle W\rangle\le\Sigma^{pd}<0$. With excited waves limited to $l\le9$ in both quantities, the computed $\langle3s|W|3s\rangle=-0.015604$ hartree satisfies the bound, and the direct term $-0.008223$ is only 0.527 of it. Higher waves can only lower $\langle W\rangle$; they do so by about $4\times10^{-5}$ hartree, and the ratio stays 0.527. The program does not separate the two causes of the reduction, which are the large $x_m$ reached where 3s penetrates the core and the Pauli exclusion of core states. The exchange and hole terms then cancel a further $0.001020+0.002136-0.000783=0.002373$ hartree. The form $-\alpha_1/(2r^4)$ describes how the second-order self-energy acts on a slow electron well outside the core, while the 3s shift requires the nonlocal, energy-dependent sums (2) and (3).

## Table of computed values

```
STO-3G: <H>(Na)-<H>(Na+) = 0.12387745, eps_3s = 0.12387745 hartree
STO-3G: E2(Na)-E2(Na+) = -0.003043414, Sigma = -0.003043415 hartree
medium basis (16s10p7d2f) 3s: Sigma radial -0.00545432, explicit -0.00545432 hartree
medium basis (16s10p7d2f) 3p: Sigma radial -0.00158828, explicit -0.00158828 hartree
medium basis (16s10p7d2f) 3d: Sigma radial -0.00024726, explicit -0.00024726 hartree
medium basis alpha1: sum 0.83372, frozen-Fock field 0.83372, coupled HF 0.94543 bohr^3
functions per l=0..9: [39, 38, 37, 41, 44, 46, 48, 51, 53, 54]
E_HF(Na+) = -161.676907 hartree, virial -E/T = 1.0000010
eps 1s,2s,2p = -40.75973, -3.07369, -1.79719 hartree
eps_3s nonrelativistic = -0.181801 hartree (coarser basis -0.181801)
Sigma_3s part pd = -0.008223 hartree
Sigma_3s part px = 0.001020 hartree
Sigma_3s part hd = 0.002136 hartree
Sigma_3s part hx = -0.000783 hartree
direct particle term by k=0..4 (1e-6 hartree): [-1340.0, -5061.9, -1142.3, -402.8, -144.6]
increments l=0..4 (1e-6 hartree): [114.15, -1039.72, -4097.45, -571.85, -148.82]
increments l=5..9 (1e-6 hartree): [-55.35, -25.28, -13.19, -7.56, -4.65]
Sigma_3s (l<=9) = -0.005850 hartree (coarser basis -0.005848)
local exponent of increments = 4.38, tail l>9 = -0.000011 hartree
Sigma_3s extrapolated = -0.005861 hartree; nonrel. removal = 0.187662 hartree
X2C shifts: eps -0.000223, Sigma -0.000028 hartree
frozen-core removal, scalar rel. = 0.18202 hartree = 4.9531 eV (given 0.1820)
second-order correction = 0.00589 hartree = 0.1602 eV
removal through second order = 0.18791 hartree = 5.1134 eV
given target 0.1889 hartree: gap 0.00688, residual 0.00099, fraction 0.856
alpha1 = 0.83360 bohr^3, alpha2 = 1.21662 bohr^5, beta1 = 0.15371 a.u., alpha2-6beta1 = 0.29438
r =  0.5 bohr: -2r^4 W = 0.10552, alpha1+alpha2/r^2 = 5.70010 bohr^3
r =  1.0 bohr: -2r^4 W = 0.48077, alpha1+alpha2/r^2 = 2.05022 bohr^3
r =  2.0 bohr: -2r^4 W = 1.04174, alpha1+alpha2/r^2 = 1.13776 bohr^3
r =  5.0 bohr: -2r^4 W = 0.88963, alpha1+alpha2/r^2 = 0.88227 bohr^3
r = 10.0 bohr: -2r^4 W = 0.84616, alpha1+alpha2/r^2 = 0.84577 bohr^3
r = 20.0 bohr: -2r^4 W = 0.83667, alpha1+alpha2/r^2 = 0.83664 bohr^3
<3s|W|3s> = -0.015604 hartree; direct particle term / <W> = 0.527
4f: <r^-4> 3.72312e-05, <r^-6> 7.91419e-07, Sigma -1.56318e-05 hartree
4f: Sigma/(r^-4 form) 1.00734, /(with r^-6) 0.99983, exch+hole share -2.9e-03
5g: <r^-4> 5.07938e-06, <r^-6> 2.70928e-08, Sigma -2.12199e-06 hartree
5g: Sigma/(r^-4 form) 1.00232, /(with r^-6) 1.00043, exch+hole share -4.1e-05
6h: <r^-4> 1.03920e-06, <r^-6> 2.06190e-09, Sigma -4.33471e-07 hartree
6h: Sigma/(r^-4 form) 1.00077, /(with r^-6) 1.00007, exch+hole share -2.4e-07
7i: <r^-4> 2.77385e-07, <r^-6> 2.51596e-10, Sigma -1.15653e-07 hartree
7i: Sigma/(r^-4 form) 1.00034, /(with r^-6) 1.00002, exch+hole share -7.9e-10
7i: sum rule/(3<r^-6>) 1.00000; (k=1 - lead)/(3 beta1<r^-6>) 0.9856
7i: k=2/(-alpha2<r^-6>/2) 0.9962; effective alpha 0.83388 bohr^3
```
